# McWhorter 1/f noise from independent tunnelling traps in an oxide: test program

```python
"""McWhorter noise: independent oxide traps, relaxation time tau0*exp(x/lam),
uniform density in depth x (0..depth) and energy. Result under test:
  S_N(f) = 2 M/(pi f) * [atan(2 pi f tau_max) - atan(2 pi f tau0)],
  M = kT * trap_density * area * lam,  and S_N = M/f inside the band.
S_N is the one-sided spectrum (1/Hz) of the number of trapped electrons.
Internal units: nm, eV, s, V, C, F. eps = (trap energy - Fermi level)/kT.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import trapezoid
from scipy.optimize import brentq

q = const.e
rng = np.random.default_rng(7)

# Device: silicon n-channel transistor, rough typical values
temperature = 300.0
cold = 4.2
trap_density = 1e17 * 1e-21       # per nm^3 per eV
width, length = 1e4, 1e3          # nm
area = width * length
t_ox = 10.0                       # nm
depth = 3.0                       # nm, thickness of the layer with traps
barrier = 3.1                     # eV
mass_ratio = 0.42                 # tunnelling mass in the oxide
tau0 = 1e-10                      # s
overdrive, v_drain = 0.5, 0.05    # V
mobility = 300.0                  # cm^2/Vs
oxide_field = 0.1                 # V/nm, equal to 1 MV/cm
kT = const.k * temperature / q
kT_cold = const.k * cold / q
mass = mass_ratio * const.m_e
lam = const.hbar / (2 * np.sqrt(2 * mass * barrier * q)) * 1e9
tau_max = tau0 * np.exp(depth / lam)
M = kT * trap_density * area * lam
M_cold = M * cold / temperature
c_ox = 3.9 * const.epsilon_0 / (t_ox * 1e-9) * 1e-18   # F/nm^2


def fermi(eps):
    return 1 / (1 + np.exp(eps))


def trap_psd(capture, emission, omega):
    """One-sided spectrum of the occupancy of one trap."""
    total = capture + emission
    return 4 * capture * emission / (total * (total**2 + omega**2))


def number_psd(f):
    """Closed formula for the whole layer."""
    w = 2 * np.pi * f
    return 2 * M / (np.pi * f) * (np.arctan(w * tau_max) - np.arctan(w * tau0))


# Test: one trap, from simulated switching traces and their Fourier integrals
mean_empty, mean_full, window, runs = 1.0, 0.5, 60.0, 20000
start_full = rng.random(runs) < mean_full / (mean_full + mean_empty)
full = (np.arange(160) % 2 == 0)[None, :] == start_full[:, None]
dwell = rng.exponential(np.where(full, mean_full, mean_empty))
ends = np.cumsum(dwell, axis=1)
assert ends[:, -1].min() > window
ends = np.minimum(ends, window)
starts = np.hstack([np.zeros((runs, 1)), ends[:, :-1]])
trace_ratios = []
for harmonic in (5, 29):
    w = 2 * np.pi * harmonic / window
    pulses = full * (np.exp(-1j * w * ends) - np.exp(-1j * w * starts)) / w
    simulated = 2 * np.mean(np.abs(pulses.sum(axis=1))**2) / window
    trace_ratios.append(simulated / trap_psd(1 / mean_empty, 1 / mean_full, w))
assert max(abs(r - 1) for r in trace_ratios) < 0.04   # sampling error near 1%
del full, dwell, ends, starts, pulses

# Test: tunnelling length from the level width of a trap site that couples
# to a lead through a discretised barrier
step = 0.01
hop = const.hbar**2 / (2 * mass * (step * 1e-9)**2) / q


def log_width(field):
    """Log of level width at depths step, 2*step, ... up to the full oxide."""
    e_rel = -2 * hop + 0.1        # lead band bottom 0.1 eV below the level
    g = (e_rel - 1j * np.sqrt(4 * hop**2 - e_rel**2)) / (2 * hop**2)
    out = []
    for j in range(1, int(round(t_ox / step)) + 1):
        out.append(np.log(-2 * hop**2 * g.imag))
        g = 1 / (-(2 * hop + barrier - field * j * step) - hop**2 * g)
    return np.array(out)


flat = log_width(0.0)
lam_lattice = 1.0 / (flat[100] - flat[200])
assert abs(lam_lattice / lam - 1) < 1e-3

# Explicit sum over depth and energy, for several rate models
x_grid = np.linspace(0, depth, 3001)
eps_grid = np.linspace(-30, 30, 401)


def elastic(nu, eps):
    return nu * fermi(eps), nu * fermi(-eps)


def spin_degenerate(nu, eps):
    return 2 * nu * fermi(eps), nu * fermi(-eps)


def constant_capture(nu, eps):
    return nu + 0 * eps, nu * np.exp(eps)


def summed_psd(f, model=elastic, weight=lambda x: 1 + 0 * x):
    nu = np.exp(-x_grid / lam)[:, None] / tau0
    capture, emission = model(nu, eps_grid[None, :])
    s = trap_psd(capture, emission, 2 * np.pi * f)
    by_depth = trapezoid(s, eps_grid, axis=1) * weight(x_grid)
    return trap_density * area * kT * trapezoid(by_depth, x_grid)


table_f = (1e-6, 1.0, 1e3, 1e9)
for f in table_f:
    assert abs(summed_psd(f) / number_psd(f) - 1) < 1e-4
model_ratios = [summed_psd(1.0, m) / M for m in
                (elastic, spin_degenerate, constant_capture)]
assert max(abs(r - 1) for r in model_ratios) < 1e-4

# Test: limits of the band in which M/f holds within one per cent
f_low = 2 / (np.pi * 0.01) / (2 * np.pi * tau_max)
f_high = 0.01 * np.pi / 2 / (2 * np.pi * tau0)
for f in (f_low, f_high):
    assert abs(summed_psd(f) * f / M - 0.99) < 1e-4

# Test: area under the spectrum equals the sum of occupancy variances
log_f = np.linspace(np.log(1e-14), np.log(1e16), 20001)
spectrum_area = trapezoid(np.exp(log_f) * number_psd(np.exp(log_f)), log_f)
occupancy = fermi(eps_grid)
variance = (trap_density * area * depth * kT
            * trapezoid(occupancy * (1 - occupancy), eps_grid))
assert abs(spectrum_area / variance - 1) < 1e-4

# Test: density rising e-fold per nm changes the exponent
s1, s10 = [summed_psd(f, weight=np.exp) for f in (1.0, 10.0)]
exponent = np.log10(s1 / s10)
assert abs(exponent - (1 + lam / 1.0)) < 1e-4


# Image charge: share of the trapped charge seen by the channel
def active_depth(f):
    return lam * np.log(1 / (2 * np.pi * f * tau0))


def image_factor(f, x=None):
    x = active_depth(f) if x is None else x
    return (1 - x / t_ox)**2 + (np.pi * lam / (2 * t_ox))**2


def gate_side_factor(f):
    return (active_depth(f) / t_ox)**2 + (np.pi * lam / (2 * t_ox))**2


for f in (1.0, 1e3):
    channel_sum = summed_psd(f, weight=lambda x: (1 - x / t_ox)**2) * f / M
    gate_sum = summed_psd(f, weight=lambda x: (x / t_ox)**2) * f / M
    assert abs(channel_sum / image_factor(f) - 1) < 1e-4
    assert abs(gate_sum / gate_side_factor(f) - 1) < 1e-3


# Test: spread between devices with randomly placed traps, at 1 Hz
def random_devices(m, devices):
    half = 12.0
    counts = rng.poisson(m * depth / lam * 2 * half, devices)
    owner = np.repeat(np.arange(devices), counts)
    nu = np.exp(-rng.uniform(0, depth, owner.size) / lam) / tau0
    eps = rng.uniform(-half, half, owner.size)
    s = trap_psd(*elastic(nu, eps), 2 * np.pi)
    total = np.bincount(owner, weights=s, minlength=devices)
    return total.mean() / m, total.std() / total.mean()


spread, spread_cold = [1 / np.sqrt(3 * np.pi**2 * m) for m in (M, M_cold)]
mean_mc, spread_mc = random_devices(M, 3000)
mean_cold_mc, spread_cold_mc = random_devices(M_cold, 150000)
assert abs(mean_mc - 1) < 0.02 and abs(mean_cold_mc - 1) < 0.02
assert abs(spread_mc / spread - 1) < 0.07             # sampling error
assert abs(spread_cold_mc / spread_cold - 1) < 0.04   # sampling error

# Electrical noise of the example
volt_step = q / (area * c_ox)


def gate_psd(f):
    return volt_step**2 * M / f * image_factor(f)


current_over_gm = overdrive - v_drain / 2
relative_current_psd = gate_psd(1.0) / current_over_gm**2
beta = mobility * 1e14 * c_ox * width / length        # A/V^2
thermal_psd = (4 * const.k * temperature * beta * current_over_gm
               / (beta * v_drain)**2)
corner = 10**brentq(lambda p: np.log(gate_psd(10**p) / thermal_psd), 0, 8)
slope = np.log10(gate_psd(10**0.5) / gate_psd(10**-0.5))

# Sizes of neglected effects
tilted = log_width(oxide_field)
i_f = int(round(active_depth(1.0) / step)) - 1
lam_tilted = 20 * step / (tilted[i_f - 10] - tilted[i_f + 10])
leak_log10 = (tilted[-1] - tilted[0]) / np.log(10)
energy_scale = 0.2
a = kT / energy_scale
energy_factor = trapezoid(occupancy * (1 - occupancy) * np.exp(a * eps_grid),
                          eps_grid)
assert abs(energy_factor - np.pi * a / np.sin(np.pi * a)) < 1e-6
scatter_coefficient = 1e4                             # V s/C
mobility_term = (scatter_coefficient * mobility * c_ox * 1e14
                 * current_over_gm)
trap_cap_ratio = q * trap_density * depth / c_ox
spacing = 1 / np.sqrt(trap_density * kT * depth)
capture_barrier = 0.3
x_activated = active_depth(1.0) - lam * capture_barrier / kT
sheet = c_ox * overdrive / q                          # per nm^2
dos = 2 * 0.19 * const.m_e / (np.pi * const.hbar**2) * q * 1e-18


def share_above_edge(kt):
    edge = -np.log(np.expm1(sheet / (dos * kt)))
    return edge, fermi(edge)


edge, share = share_above_edge(kT)
share_cold = share_above_edge(kT_cold)[1]
above = np.linspace(edge, edge + 40, 8001)
share_sum = trapezoid(fermi(above) * fermi(-above), above)
assert abs(share_sum / share - 1) < 1e-4


def show(label, value, unit=""):
    print(f"{label}: {value:.4g} {unit}".rstrip())


show("temperature", temperature, "K")
show("thermal energy kT", kT * 1e3, "meV")
show("trap density", trap_density * 1e21, "cm^-3 eV^-1")
print(f"gate W x L: {width/1e3:g} um x {length/1e3:g} um")
print(f"oxide thickness, trap layer: {t_ox:g} nm, {depth:g} nm")
print(f"barrier, mass: {barrier:g} eV, {mass_ratio:g} m0")
print(f"overdrive, drain voltage: {overdrive:g} V, {v_drain:g} V")
show("mobility", mobility, "cm2/Vs")
show("tunnelling length lambda", lam, "nm")
show("lambda from lattice level width", lam_lattice, "nm")
show("tau0", tau0, "s")
show("tau_max", tau_max, "s")
print("simulated/formula, one trap: "
      + ", ".join(f"{r:.3f}" for r in trace_ratios))
show("1% band, lower limit", f_low, "Hz")
show("1% band, upper limit", f_high, "Hz")
show("M = kT Nt A lambda", M)
for f in table_f:
    print(f"f={f:g} Hz: S_N={number_psd(f):.4g} /Hz, "
          f"ratio to M/f={number_psd(f)*f/M:.4f}")
print("plateau/M, elastic, spin, constant capture: "
      + ", ".join(f"{r:.5f}" for r in model_ratios))
show("variance of trapped number", variance)
show("area under spectrum", spectrum_area)
show("exponent if density grows e-fold per nm", exponent)
show("active depth at 1 Hz", active_depth(1.0), "nm")
show("active depth at 1 kHz", active_depth(1e3), "nm")
show("image factor at 1 Hz", image_factor(1.0))
show("image factor at 1 kHz", image_factor(1e3))
show("exponent with image factor near 1 Hz", -slope)
show("oxide capacitance", c_ox * 1e14 * 1e6, "uF/cm2")
show("gate voltage step per electron", volt_step * 1e6, "uV")
show("S_V at 1 Hz without image factor", volt_step**2 * M, "V^2/Hz")
show("S_V at 1 Hz", gate_psd(1.0), "V^2/Hz")
show("root S_V at 1 Hz", np.sqrt(gate_psd(1.0)) * 1e6, "uV/sqrt(Hz)")
show("S_I/I^2 at 1 Hz", relative_current_psd, "1/Hz")
show("thermal noise at gate", thermal_psd, "V^2/Hz")
show("crossing with thermal noise", corner / 1e3, "kHz")
print(f"device spread: formula {spread:.3f}, random traps {spread_mc:.3f}")
show("M at 4.2 K", M_cold)
print(f"spread at 4.2 K: formula {spread_cold:.3f}, "
      f"random traps {spread_cold_mc:.3f}")
show("oxide field", oxide_field * 10, "MV/cm")
show("lambda ratio, tilted/flat barrier", lam_tilted / lam)
show("log10 tunnelling factor, full oxide", leak_log10)
show("trap density energy scale", energy_scale, "eV")
show("noise factor from that energy slope", energy_factor)
show("scattering coefficient", scatter_coefficient, "V s/C")
show("noise factor, correlated mobility", (1 + mobility_term)**2)
show("trap/oxide capacitance", trap_cap_ratio)
show("spacing of active traps", spacing, "nm")
show("capture barrier tried", capture_barrier, "eV")
show("active depth at 1 Hz with it", x_activated, "nm")
show("image factor with it", image_factor(1.0, x_activated))
show("gate-side/channel-side noise, 1 Hz",
     gate_side_factor(1.0) / image_factor(1.0))
show("channel electron density", sheet * 1e14, "cm^-2")
show("subband edge above Fermi level, 300 K", edge * kT * 1e3, "meV")
show("active share above edge, 300 K", share)
show("active share above edge, 4.2 K", share_cold)
print("PASS")
```

Output:

```
temperature: 300 K
thermal energy kT: 25.85 meV
trap density: 1e+17 cm^-3 eV^-1
gate W x L: 10 um x 1 um
oxide thickness, trap layer: 10 nm, 3 nm
barrier, mass: 3.1 eV, 0.42 m0
overdrive, drain voltage: 0.5 V, 0.05 V
mobility: 300 cm2/Vs
tunnelling length lambda: 0.08553 nm
lambda from lattice level width: 0.08554 nm
tau0: 1e-10 s
tau_max: 1.709e+05 s
simulated/formula, one trap: 0.996, 0.998
1% band, lower limit: 5.928e-05 Hz
1% band, upper limit: 2.5e+07 Hz
M = kT Nt A lambda: 2.211
f=1e-06 Hz: S_N=1.156e+06 /Hz, ratio to M/f=0.5227
f=1 Hz: S_N=2.211 /Hz, ratio to M/f=1.0000
f=1000 Hz: S_N=0.002211 /Hz, ratio to M/f=1.0000
f=1e+09 Hz: S_N=1.421e-09 /Hz, ratio to M/f=0.6429
plateau/M, elastic, spin, constant capture: 1.00000, 1.00000, 0.99999
variance of trapped number: 77.56
area under spectrum: 77.56
exponent if density grows e-fold per nm: 1.086
active depth at 1 Hz: 1.812 nm
active depth at 1 kHz: 1.221 nm
image factor at 1 Hz: 0.6706
image factor at 1 kHz: 0.7708
exponent with image factor near 1 Hz: 0.9791
oxide capacitance: 0.3453 uF/cm2
gate voltage step per electron: 4.64 uV
S_V at 1 Hz without image factor: 4.76e-11 V^2/Hz
S_V at 1 Hz: 3.192e-11 V^2/Hz
root S_V at 1 Hz: 5.65 uV/sqrt(Hz)
S_I/I^2 at 1 Hz: 1.415e-10 1/Hz
thermal noise at gate: 3.039e-15 V^2/Hz
crossing with thermal noise: 12.68 kHz
device spread: formula 0.124, random traps 0.124
M at 4.2 K: 0.03096
spread at 4.2 K: formula 1.045, random traps 1.048
oxide field: 1 MV/cm
lambda ratio, tilted/flat barrier: 1.029
log10 tunnelling factor, full oxide: -45.89
trap density energy scale: 0.2 eV
noise factor from that energy slope: 1.028
scattering coefficient: 1e+04 V s/C
noise factor, correlated mobility: 2.226
trap/oxide capacitance: 0.01392
spacing of active traps: 359.1 nm
capture barrier tried: 0.3 eV
active depth at 1 Hz with it: 0.8197 nm
image factor with it: 0.843
gate-side/channel-side noise, 1 Hz: 0.04925
channel electron density: 1.078e+12 cm^-2
subband edge above Fermi level, 300 K: 31.1 meV
active share above edge, 300 K: 0.231
active share above edge, 4.2 K: 1
PASS
```
